# Fang–Howard Form Factors and Interface-Charge Mobility in a Silicon Inversion Layer

## Question

Electrons of sheet density $N_s$ form an inversion layer in silicon, $z>0$, on a (100) surface. A thick oxide fills $z<0$. The electrons occupy the lowest subband at $T=0$, with normal mass $m_z$, in-plane mass $m_t$ and spin-valley degeneracy $g=4$. The oxide is an infinite barrier, and the subband is described by the trial function

$$\psi(z)=\sqrt{b^3/2}\;z\,e^{-bz/2}.$$

Singly charged, uncorrelated impurities of density $N_i$ lie at $z=0$. Exchange, correlation and the image self-energy are omitted. SI formulas are used, with $e>0$.

Model parameters, taken as given inputs: $m_z=0.916\,m_e$, $m_t=0.19\,m_e$; relative permittivities 11.7 (silicon, $\varepsilon_s$) and 3.9 (oxide, $\varepsilon_{ox}$); $N_s=10^{12}$, $N_i=10^{11}$ and depletion charge density $N_{dep}=10^{11}\ \mathrm{cm^{-2}}$; acceptor density $10^{15}\ \mathrm{cm^{-3}}$. Useful constants are $\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}$ and $e^2/\varepsilon_0=18.095\ \mathrm{eV\,nm}$.

## (a) Find the variational parameter $b$

**Answer.** Since $\int_0^\infty z^n e^{-bz}dz=n!/b^{n+1}$, $\psi$ is normalized and

$$\langle z\rangle=\frac{b^3}{2}\frac{6}{b^4}=\frac3b .$$

With $\psi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$, the kinetic energy is

$$T=\frac{\hbar^2}{2m_z}\frac{b^3}{2}\int_0^\infty\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz
=\frac{\hbar^2}{2m_z}\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{\hbar^2b^2}{8m_z}.$$

The field vanishes deep in the silicon. By Gauss's law, the field at $z$ is therefore fixed by the negative charge beyond $z$. It points into the silicon and pushes electrons towards the oxide. For a depletion width $w$, the electron potential energy $V$ obeys

$$\frac{dV}{dz}=\frac{e^2}{\varepsilon_s}\left[N_{dep}\left(1-\frac zw\right)+N_sS(z)\right],\qquad S(z)=\int_z^\infty\psi^2dz'.$$

Because the layer is thin compared with $w$, drop $z/w$. Taking $V(0)=0$, the depletion part averages to $3e^2N_{dep}/(\varepsilon_sb)$. The electron part, after exchanging the order of integration, is

$$\langle V_s\rangle=\frac{e^2N_s}{\varepsilon_s}\int_0^\infty\psi^2(z)\int_0^zS(z')\,dz'dz=\frac{e^2N_s}{\varepsilon_s}\int_0^\infty S^2dz.$$

Let $t=bz$. Then $S=e^{-t}(1+t+t^2/2)$: this vanishes at infinity and $-dS/dt=t^2e^{-t}/2$, as required. Hence

$$\int_0^\infty S^2dt=\int_0^\infty e^{-2t}\left(1+2t+2t^2+t^3+\frac{t^4}{4}\right)dt
=\frac12+\frac12+\frac12+\frac38+\frac3{16}=\frac{33}{16}.$$

Thus $\langle V_s\rangle=33e^2N_s/(16\varepsilon_sb)$. The total energy counts each electron pair once, so it contains half of this. Varying the density in that quadratic energy restores the full $V_s$ in the one-electron Schrödinger equation. The energy per electron is

$$E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{3e^2N_*}{\varepsilon_sb},\qquad N_*=N_{dep}+\frac{11}{32}N_s.$$

Setting $E'(b)=0$ gives $\hbar^2b/(4m_z)=3e^2N_*/(\varepsilon_sb^2)$, or

$$b^3=\frac{12m_ze^2N_*}{\varepsilon_s\hbar^2}.$$

Both terms of $E$ are convex for $b>0$, so this is the minimum. There the electrostatic term equals $2T$, and $E_{min}=3\hbar^2b^2/(8m_z)$.

For the data, $N_*=4.4375\times10^{11}\ \mathrm{cm^{-2}}=4.4375\times10^{-3}\ \mathrm{nm^{-2}}$, and

$$b^3=\frac{12(0.916)(18.095)(4.4375\times10^{-3})}{11.7(0.0762)}=0.990\ \mathrm{nm^{-3}}.$$

So $b=0.997\ \mathrm{nm^{-1}}$, $\langle z\rangle=3.01$ nm and $E_{min}=31.0$ meV. The depletion width is $w=N_{dep}/(10^{15}\ \mathrm{cm^{-3}})=1000$ nm. This corresponds to a band bending $e^2N_{dep}w/(2\varepsilon_s)=0.77$ eV; inversion at $T=0$ without substrate bias needs about 1.1 eV, or $N_{dep}\approx1.2\times10^{11}\ \mathrm{cm^{-2}}$, so $N_{dep}$ here is a rounded model input. The dropped term would lower the depletion energy by the fraction $\langle z^2\rangle/(2w\langle z\rangle)=2/(bw)=0.2\%$.

A self-consistent finite-difference solution of the Hartree equations, with no trial function, gives 30.3 meV and a mean depth of 2.84 nm. Relative to it, the trial energy is 2% high and the trial depth 6% large.

## (b) Find the Coulomb form factors, including the dielectric step

Normalize each to the interaction $e^2/(2\bar\varepsilon q)$ of charges at the interface, with $\bar\varepsilon=(\varepsilon_s+\varepsilon_{ox})/2$.

**Answer.** Fourier transform along the plane. Away from its source the potential obeys $\phi''=q^2\phi$. For a charge $e$ at $z=0$, $\phi=Ae^{-q|z|}$, and the jump in electric displacement gives $(\varepsilon_s+\varepsilon_{ox})qA=e$. Hence $A=e/(2\bar\varepsilon q)$. Averaging $e^{-qz}$ over the electron density, with $x=q/b$, gives the impurity form factor

$$P(q)=\frac{b^3}{2}\int_0^\infty z^2e^{-(b+q)z}dz=\frac{1}{(1+x)^3}.$$

For a charge at $z'>0$, write

$$\phi=\frac{e}{2\varepsilon_sq}\left[e^{-q|z-z'|}+Re^{-q(z+z')}\right]\ (z>0),\qquad
\phi=\frac{eC}{2\varepsilon_sq}e^{q(z-z')}\ (z<0).$$

Continuity of $\phi$ gives $1+R=C$. Continuity of displacement gives $\varepsilon_s(1-R)=\varepsilon_{ox}C$. With $\kappa=\varepsilon_{ox}/\varepsilon_s$,

$$R=\frac{1-\kappa}{1+\kappa}.$$

The image term averages to $RP^2$, because its exponential factorizes. The direct term requires

$$G=\int_0^\infty\!\!\int_0^\infty\psi^2(z)\psi^2(z')e^{-q|z-z'|}dz\,dz'.$$

Use the dimensionless density $t^2e^{-t}/2$, take twice the region $t>s$, and put $a=1+x$. The inner integral is

$$\frac12\int_s^\infty t^2e^{-at}dt=\frac{e^{-as}}2\left(\frac{s^2}{a}+\frac{2s}{a^2}+\frac2{a^3}\right).$$

The outer factor is $s^2e^{-s}e^{xs}/2$, so the exponentials combine to $e^{-2s}$:

$$G=\frac12\int_0^\infty s^2e^{-2s}\left(\frac{s^2}{a}+\frac{2s}{a^2}+\frac2{a^3}\right)ds
=\frac12\left(\frac3{4a}+\frac3{4a^2}+\frac1{2a^3}\right).$$

Over a common denominator this is $(3a^2+3a+2)/(8a^3)$, so

$$G(q)=\frac{8+9x+3x^2}{8(1+x)^3}.$$

Finally, $e^2(G+RP^2)/(2\varepsilon_sq)=e^2F/(2\bar\varepsilon q)$ and $\bar\varepsilon/\varepsilon_s=(1+\kappa)/2$ give

$$F(q)=\frac12\left[(1+\kappa)G+(1-\kappa)P^2\right].$$

All three factors tend to 1 as $q\to0$, when the wavelength far exceeds the layer thickness. For $q\gg b$, $P\simeq x^{-3}$, whereas $G\simeq3/(8x)$: electrons can be close to each other but are rarely close to the interface.

With $k_F=\sqrt{4\pi N_s/g}=0.177\ \mathrm{nm^{-1}}$, the values are:

| $q/k_F$ | $x$ | $P$ | $G$ | $F$ |
|---|---|---|---|---|
| 0.5 | 0.089 | 0.774 | 0.854 | 0.769 |
| 1.0 | 0.178 | 0.612 | 0.742 | 0.619 |
| 2.0 | 0.356 | 0.401 | 0.581 | 0.441 |

## (c) Derive the screened matrix element for $q\le2k_F$

**Answer.** Let a static potential energy $U(q)$ induce the density $-\Pi U$. First-order perturbation theory gives

$$\Pi=g\int\frac{d^2k}{(2\pi)^2}\frac{f_k-f_{k+q}}{E_{k+q}-E_k}
=2g\,\mathcal P\!\int\frac{d^2k}{(2\pi)^2}\frac{f_k}{E_{k+q}-E_k},$$

where $\mathcal P$ denotes the principal value and $k\to-k-q$ was used in the second term. Choose $k_x$ along $q$, so $E_{k+q}-E_k=(\hbar^2q/m_t)(k_x+q/2)$. Integration over $k_y$ gives

$$\Pi=\frac{gm_t}{2\pi^2\hbar^2q}\,\mathcal P\!\int_{-k_F}^{k_F}\frac{2\sqrt{k_F^2-k_x^2}}{k_x+q/2}\,dk_x.$$

Set $u=k_x/k_F$ and $c=-q/(2k_F)$. Since $1-u^2=(1-c^2)-(u-c)(u+c)$,

$$\mathcal P\!\int_{-1}^1\frac{\sqrt{1-u^2}}{u-c}du=(1-c^2)\,\mathcal P\!\int_{-1}^1\frac{du}{\sqrt{1-u^2}(u-c)}-\int_{-1}^1\frac{u+c}{\sqrt{1-u^2}}du.$$

The last integral is $\pi c$. In the first, put $u=\cos\varphi$ and $y=\tan(\varphi/2)$. It becomes $\frac{2}{1+c}\mathcal P\int_0^\infty dy/(y_0^2-y^2)$, with $y_0^2=(1-c)/(1+c)$. The antiderivative $(2y_0)^{-1}\ln|(y_0+y)/(y_0-y)|$ vanishes at both ends, and its contributions on either side of $y_0$ cancel. The principal value is zero for $|c|<1$. The $k_x$ integral is thus $2k_F(-\pi c)=\pi q$, and

$$\Pi=\frac{gm_t}{2\pi\hbar^2},$$

with $q=2k_F$ included by continuity.

Keep the subband shape fixed. The total potential energy, averaged over the subband, satisfies $U=U_{ext}-e^2F\Pi U/(2\bar\varepsilon q)$, where $|U_{ext}|=e^2P/(2\bar\varepsilon q)$. Solving for $U$,

$$|U(q)|=\frac{e^2P(q)}{2\bar\varepsilon[q+q_{TF}F(q)]},\qquad q_{TF}=\frac{e^2\Pi}{2\bar\varepsilon}=\frac{ge^2m_t}{4\pi\bar\varepsilon\hbar^2}.$$

Here

$$q_{TF}=\frac{4(18.095)(0.19)}{4\pi(7.8)(0.0762)}=1.84\ \mathrm{nm^{-1}}.$$

## (d) Calculate the mobility and separate the effects of $P$ and $F$

**Answer.** For uncorrelated impurities the squared matrix elements add. In the Born approximation, without intervalley or spin-flip scattering, the transition rate is $(2\pi/\hbar)N_i|U|^2\delta(E-E')$ per unit area. A field along $x$ produces a distribution change proportional to $\cos\alpha$ on the Fermi circle. Scattering through $\theta$ replaces it by $\cos(\alpha+\theta)$. The $\sin\theta$ part integrates to zero, leaving the weight $1-\cos\theta$:

$$\frac1\tau=\frac{2\pi N_i}{\hbar}\int\frac{d^2k'}{(2\pi)^2}|U|^2(1-\cos\theta)\delta(E-E').$$

Since $\int k'dk'\,\delta(E-E')=m_t/\hbar^2$ and the two half-circles contribute equally,

$$\frac1\tau=\frac{N_im_t}{\pi\hbar^3}\int_0^\pi|U(q)|^2(1-\cos\theta)d\theta,\qquad q=2k_F\sin\frac\theta2,\qquad\mu=\frac{e\tau}{m_t}.$$

The last relation follows because the field displaces the Fermi circle by the momentum gained in time $\tau$. The final states carry no factor $g$, since spin and valley are conserved; $g$ enters $1/\tau$ only through $k_F$ and $q_{TF}$.

Gauss–Legendre quadrature over $\theta$ gives, in $\mathrm{cm^2/(V\,s)}$:

| Form factors | $\mu$ | Relative to zero thickness |
|---|---|---|
| $P=F=1$ | 8310 | 1 |
| $P$ alone, $F=1$ | 37,400 | 4.50 |
| $F$ alone, $P=1$ | 2610 | 0.314 |
| $P$ and $F$ | 12,400 | 1.49 |

These are values within the Born approximation and linear screening, whose errors are large here, as (f) explains. The final mobility corresponds to $\tau=1.34$ ps, or $\mu=1.24\ \mathrm{m^2/(V\,s)}$. Finite thickness moves electrons away from the impurities, which raises the mobility. It also weakens their mutual interaction and hence their screening, which lowers it. Including $P$ alone would overestimate the model mobility threefold.

The dielectric step also matters. Since $|z-z'|<z+z'$, we have $G>P^2$, and therefore $G-F=(1-\kappa)(G-P^2)/2>0$. Replacing $F$ by $G$ treats the electron–electron interaction as if the medium were uniform with permittivity $\bar\varepsilon$. It overestimates screening and gives $18{,}000\ \mathrm{cm^2/(V\,s)}$, 45% above the result with $F$. This differs from dropping the positive image term $RP^2$ alone, which would leave $(1+\kappa)G/2<F$ and underestimate screening.

## (e) Does finite thickness weaken scattering at every angle?

**Answer.** No. Relative to zero thickness,

$$\frac{|U|}{|U_0|}=\frac{P(q+q_{TF})}{q+q_{TF}F}.$$

This is below 1 precisely when $q_{TF}(P-F)<q(1-P)$. For small $x$,

$$P=1-3x+\ldots,\qquad G=1-\frac{15}{8}x+\ldots,\qquad F=1-\frac{63-33\kappa}{16}x+\ldots.$$

As $q\to0$ the ratio approaches $P/F$, with corrections from the bare $q$ terms only at second order. Therefore

$$\frac{|U|}{|U_0|}=1+\frac{15-33\kappa}{16}\frac qb+\ldots.$$

Here $\kappa=1/3$ and the slope is $+0.25$: the loss of screening slightly outweighs the loss of impurity potential. Numerical root finding places the crossover at $q=0.066\ \mathrm{nm^{-1}}=0.37k_F$, a scattering angle of about $21^\circ$. The largest increase in $|U|$ below it is 0.4%. These angles carry little weight, since $1-\cos\theta=q^2/(2k_F^2)$ is at most 0.07 there, against 2 for backscattering. At $q=2k_F$ the ratio is

$$\frac{0.401(0.354+1.841)}{0.354+1.841(0.441)}=0.755,$$

so $|U|^2$ falls by 43% and the mobility rises.

Without screening, $q_{TF}=0$ and the ratio is $P$, so thickness weakens scattering at every nonzero angle. In the opposite limit, $q_{TF}F\gg q$, $|U|\to P/(F\Pi)$. If the layer also has zero thickness, $|U|=1/\Pi$ and the angular integral is $\pi$, giving $\mu=eg^2/(4\pi^2\hbar N_i)$, independent of mass and permittivity.

## (f) How does the result vary with density, and where does it fail?

**Answer.** Repeating the calculation at fixed $N_{dep}$ and $N_i$ gives the following, with $N_s$ in $10^{12}\ \mathrm{cm^{-2}}$, $b$ in $\mathrm{nm^{-1}}$ and mobilities in $\mathrm{cm^2/(V\,s)}$:

| $N_s$ | $b$ | $\mu_0$, zero thickness | $\mu$, $P$ and $F$ | $\mu/\mu_0$ |
|---|---|---|---|---|
| 0.5 | 0.846 | 7650 | 9890 | 1.29 |
| 1.0 | 0.997 | 8310 | 12,400 | 1.49 |
| 2.0 | 1.207 | 9290 | 16,600 | 1.79 |
| 3.0 | 1.362 | 10,070 | 20,300 | 2.02 |

The layer becomes thinner as $N_s$ rises, yet its thickness matters more. The ratio in (e) depends on $q/b$ and on $q/q_{TF}$, and both grow. First, $k_F/b\propto N_s^{1/2}/N_*^{1/3}$ increases: the electron wavelength shrinks faster than the layer. Second, $k_F/q_{TF}\propto N_s^{1/2}$ increases; since $F<1$, at fixed $x$ the ratio $P(q+q_{TF})/(q+q_{TF}F)$ falls from $P/F$ towards $P$ as $q/q_{TF}$ grows.

Using the self-consistent Hartree density in the form factors gives $13{,}000\ \mathrm{cm^2/(V\,s)}$ at $N_s=10^{12}\ \mathrm{cm^{-2}}$. The trial-function mobility is 5% lower than this value.

The one-subband assumption requires the Fermi energy, $E_F=\hbar^2k_F^2/(2m_t)=6.3$ meV in the main case, to lie below the next levels. The self-consistent Hartree potential puts these 13.7 meV (same valleys) and 14.0 meV (the other four valleys, with normal mass $0.19\,m_e$) above the lowest subband. At $N_s=3\times10^{12}\ \mathrm{cm^{-2}}$, $E_F=18.9$ meV is close to the lower gap of 20.2 meV, so little margin remains. This condition ensures only that the higher subbands are empty. They can still polarize around an impurity, which the fixed subband shape in (c) neglects.

The Boltzmann treatment needs a mean free path $\ell=\hbar k_F\tau/m_t$ with $k_F\ell\gg1$; here $k_F\ell=26$. The Born approximation and linear screening are separate assumptions, about the strength of a single screened impurity, and $k_F\ell$ tests neither. Both are poor in the main case. Testing them needs $\Pi$ beyond $2k_F$, where it is no longer constant: $\Pi=\frac{gm_t}{2\pi\hbar^2}\left[1-\sqrt{1-(2k_F/q)^2}\right]$ for $q>2k_F$. The following numbers use this form and are sensitive to it. At the in-plane position of an impurity, the screened potential energy averaged over the subband is about $8E_F$, and linear response gives an induced density of about $1.6N_s$. Around a repulsive impurity this would make the electron density negative. Even if the linearly screened potential is kept, replacing the Born approximation by exact scattering phase shifts raises the mobility about 2.8 times for repulsive impurities and lowers it about 1.8 times for attractive ones. Treating the zero-thickness layer the same way, $\mu/\mu_0$ becomes about 1.4 for attractive impurities and falls below 1 for repulsive ones. The mobilities above therefore show how thickness and screening act within the Born approximation and linear screening. They do not establish the size, or even the sign, of the thickness effect beyond these approximations, and they are not quantitative predictions for a device. The $T=0$ formulas also need $k_BT\ll E_F$, with $E_F/k_B=73$ K in the main case. Exchange and correlation are not small at this density: with $m_t$ and $\bar\varepsilon$, the interaction parameter is $r_s\approx2.6$, so the subband gaps and the screening above are Hartree-level values. The mobility found here is limited by interface charge alone; phonons and interface roughness are not included.
